\section*{The Two-Reactance L-Match Below 50 Ohms and Its Quality Factor}

\section{Definitions and conventions}

A radiofrequency generator is represented by a voltage source of peak phasor $V_s$ in series with a real resistance $R_0=50$ ohm. The load is first a pure resistance $R$, with $0<R<R_0$; a reactive load, which is closer to a plasma electrode, is treated later. All elements are linear, the time factor is $e^{+j\omega t}$, and phasors are peak values. An inductor then has reactance $+\omega L$ and a capacitor $-1/(\omega C)$.

Between source and load stand two lossless reactances, without mutual coupling, each placed either in series with the line or in shunt across it. If the network and load together present the impedance $Z$ to the source, the power entering them is $|V_s|^2\,\mathrm{Re}\,Z/(2|Z+R_0|^2)$. The available power is $|V_s|^2/(8R_0)$, so the delivered fraction is
\begin{equation}
T=\frac{4R_0\,\mathrm{Re}\,Z}{|Z+R_0|^2}=1-|\Gamma|^2,\qquad
\Gamma=\frac{Z-R_0}{Z+R_0}. \label{eq:T}
\end{equation}
The second form follows from $|Z+R_0|^2-|Z-R_0|^2=4R_0\,\mathrm{Re}\,Z$. Because the reactances absorb no mean power, $T$ is also the fraction that reaches the load. A match at the operating frequency $\omega_0$ means $Z=R_0$.

Two quality factors must be kept apart. With $W$ the mean stored energy and $P$ the mean load power, the first is
\begin{equation}
Q_E=\frac{\omega_0W}{P}. \label{eq:QE}
\end{equation}
It counts dissipation in the load alone. The second, $Q_L$, includes the damping by the source resistance and is defined here as $\omega_0$ divided by the decay rate of the stored energy when the drive is removed. For a resistive load matched at high $Q$ they differ by a factor close to two.

\section{Which arrangement can match}

Two series reactances give $Z=R+j(X_1+X_2)$, whose real part remains $R$. Two shunt reactances leave the conductance at $1/R$. Neither pair can produce $R_0$.

Suppose next that a shunt susceptance $B$ lies directly across the load, followed by a series reactance $X$. Then
\begin{equation}
Z=\frac{1}{1/R+jB}+jX,\qquad
\mathrm{Re}\,Z=\frac{R}{1+B^2R^2}\le R<R_0. \label{eq:reverse}
\end{equation}
The shunt element lowers the series resistance, and the series element cannot raise it again. The least reflection follows from \eqref{eq:T}. For a given $r=\mathrm{Re}\,Z$, $T$ is largest when $\mathrm{Im}\,Z=0$, and $4R_0r/(R_0+r)^2$ increases with $r$ for $r<R_0$. The best choice is therefore $r=R$, which is no network at all. For $R=5$ ohm it reflects $(45/55)^2=66.9\%$ of the available power.

One arrangement remains: a series reactance next to the load and a shunt reactance on the source side.

\section{The element values}

Let the series reactance be $X$. The admittance of the series branch is
\begin{equation}
Y=\frac{1}{R+jX}=\frac{R}{R^2+X^2}-j\,\frac{X}{R^2+X^2}. \label{eq:Y}
\end{equation}
A shunt reactance changes only the imaginary part of this admittance. The real part must therefore already equal $1/R_0$:
\begin{equation}
R^2+X^2=RR_0\quad\Longrightarrow\quad X^2=R(R_0-R). \label{eq:X2}
\end{equation}
Define
\begin{equation}
Q=\sqrt{\frac{R_0}{R}-1}. \label{eq:Q}
\end{equation}
Since $R(R_0-R)=R^2(R_0/R-1)$, equation \eqref{eq:X2} gives $X=\pm QR$.

The shunt reactance $X_p$ has admittance $1/(jX_p)=-j/X_p$. It must cancel the imaginary part of \eqref{eq:Y}:
\begin{equation}
-\frac{1}{X_p}-\frac{X}{R^2+X^2}=0\quad\Longrightarrow\quad
X_p=-\frac{R^2+X^2}{X}=-\frac{RR_0}{X}=\mp\frac{R_0}{Q}. \label{eq:Xp}
\end{equation}
The two reactances have opposite signs. The upper sign gives the low-pass form, with a series inductor and a shunt capacitor,
\begin{equation}
L=\frac{QR}{\omega_0},\qquad C=\frac{Q}{\omega_0R_0}. \label{eq:LC}
\end{equation}
The lower sign gives the high-pass form, with a series capacitor $1/(\omega_0QR)$ and a shunt inductor $R_0/(\omega_0Q)$.

There were two unknowns and two real conditions, so no continuous freedom is left. The ratio $|X|/R=R_0/|X_p|=Q$ is fixed by the two resistances. For $R\ll R_0$ it approaches $\sqrt{R_0/R}$. As $R\to R_0$ it vanishes, the series reactance tends to zero and the shunt reactance to infinity, so both elements disappear from the circuit.

\section{Stored energy and damping}

\subsection{The energy ratio}

Let $I$ be the load current and $V$ the voltage across the shunt element. In the low-pass form the inductor holds a mean energy $L|I|^2/4$, and $P=R|I|^2/2$. Therefore
\begin{equation}
\frac{\omega_0W_L}{P}=\frac{X|I|^2/4}{R|I|^2/2}=\frac{X}{2R}=\frac Q2. \label{eq:WL}
\end{equation}
The capacitor holds $C|V|^2/4$. The matched input is the resistance $R_0$, so the same power is $P=|V|^2/(2R_0)$, and
\begin{equation}
\frac{\omega_0W_C}{P}=\frac{|V|^2/(4|X_p|)}{|V|^2/(2R_0)}=\frac{R_0}{2|X_p|}=\frac Q2. \label{eq:WC}
\end{equation}
The sum is $Q_E=Q$. The high-pass form gives the same result, because $\omega_0$ times the mean energy of a single capacitor or inductor is $|X||I|^2/4$ in terms of its own current. This is the sense in which the quality factor is unavoidable: transforming the resistance with two reactances requires the stored energy $QP/\omega_0$.

\subsection{Decay with the source connected}

Set $V_s=0$ but keep $R_0$ in place. In the low-pass circuit let $i$ flow from the shunt node through $L$ and $R$, and let $v$ be the node voltage:
\begin{equation}
L\frac{di}{dt}=v-Ri,\qquad C\frac{dv}{dt}=-\frac{v}{R_0}-i. \label{eq:ode}
\end{equation}
For solutions $e^{st}$ the first equation gives $v=(R+sL)i$. Inserting this in the second and multiplying by $R_0$ gives
\begin{equation}
(R+sL)(1+sR_0C)+R_0=0. \label{eq:char}
\end{equation}
With $p=s/\omega_0$, equation \eqref{eq:LC} gives $sL=QRp$ and $sR_0C=Qp$. Using $R_0/R=1+Q^2$,
\begin{equation}
(1+Qp)^2=-(1+Q^2)\quad\Longrightarrow\quad
p=\frac{-1\pm j\sqrt{1+Q^2}}{Q}. \label{eq:poles}
\end{equation}
Amplitudes fall as $e^{-\omega_0t/Q}$. The energy is quadratic in them and falls as $e^{-2\omega_0t/Q}$, multiplied by a periodic factor. Hence
\begin{equation}
Q_L=\frac{\omega_0}{2\omega_0/Q}=\frac Q2\qquad\text{(low-pass form)}. \label{eq:QL}
\end{equation}

In the high-pass form the series impedance is $QR/p$ and the shunt admittance is $Q/(pR_0)$, so $p$ is replaced by $1/p$ in \eqref{eq:poles}. Inverting the roots gives a real part $-Q/(Q^2+2)$, and
\begin{equation}
Q_L=\frac{Q^2+2}{2Q}=\frac Q2+\frac1Q\qquad\text{(high-pass form)}. \label{eq:QLhp}
\end{equation}
The rule $Q_L=Q/2$ thus holds for both forms when $Q\gg1$. At low $Q$ the free oscillation frequency differs appreciably from $\omega_0$, and the two forms damp differently.

\section{Frequency response}

Keep the low-pass elements fixed and write $u=\omega/\omega_0$. The series branch is $R(1+jQu)$ and the shunt admittance is $jQu/R_0$. With $V=R(1+jQu)I$, current balance at the node reads $(V_s-V)/R_0=I+jQuV/R_0$, so
\begin{equation}
V_s=(1+jQu)V+R_0I=RI\left[(1+jQu)^2+1+Q^2\right]. \label{eq:Vs}
\end{equation}
The delivered fraction is $(R|I|^2/2)/(|V_s|^2/8R_0)$, or
\begin{equation}
T=\frac{4(1+Q^2)}{(2+Q^2-Q^2u^2)^2+4Q^2u^2}. \label{eq:Traw}
\end{equation}
Expand the denominator:
\begin{align}
&(2+Q^2)^2-2Q^2(2+Q^2)u^2+Q^4u^4+4Q^2u^2\nonumber\\
&\quad=(2+Q^2)^2-2Q^4u^2+Q^4u^4\nonumber\\
&\quad=Q^4(u^2-1)^2+4(1+Q^2). \label{eq:den}
\end{align}
The last line uses $(2+Q^2)^2-Q^4=4(1+Q^2)$. Therefore
\begin{equation}
T(u)=\left[1+\frac{Q^4(u^2-1)^2}{4(1+Q^2)}\right]^{-1}. \label{eq:Tu}
\end{equation}
The high-pass response follows from $u\to1/u$. At $u=0$ the low-pass result becomes $4(1+Q^2)/(2+Q^2)^2=4RR_0/(R+R_0)^2$, as it must when the inductor is a short circuit and the capacitor an open one.

The half-power condition $T=1/2$ gives
\begin{equation}
u_\pm^2=1\pm\delta,\qquad \delta=\frac{2\sqrt{1+Q^2}}{Q^2}. \label{eq:edges}
\end{equation}
A lower edge at positive frequency requires $\delta<1$, that is $Q^4-4Q^2-4>0$, or $Q^2>2+2\sqrt2$. Below $Q=2.197$ the low-pass network delivers more than half of the available power down to zero frequency, and a two-sided bandwidth has no meaning. For large $Q$, $\delta\to2/Q$ and
\begin{equation}
u_+-u_-\simeq\delta\simeq\frac2Q=\frac1{Q_L}. \label{eq:width}
\end{equation}
The bandwidth thus reflects damping by both load and source, for a source that really is a resistance $R_0$. The output stage of a power generator need not be one. In that case $\Gamma$ still gives the reflection on a 50-ohm line, but $Q_L$ and the power delivered off tune depend on the actual source impedance.

\section{A 5-ohm load at 13.56 MHz}

Take $R=5$ ohm and $P=500$ W. Then
\begin{equation}
Q=\sqrt{50/5-1}=3,\quad |X|=3\times5=15\ \text{ohm},\quad |X_p|=50/3=16.67\ \text{ohm}. \label{eq:numbers}
\end{equation}
The low-pass elements are 176 nH and 704 pF. The high-pass elements are a series capacitor of 783 pF and a shunt inductor of 196 nH.

The load current is $\sqrt{500/5}=10$ A rms, and the shunt capacitor carries $\sqrt{2\times500\times50}=224$ V peak. Each low-pass element stores 8.80 $\mu$J on average, and their sum reproduces $\omega_0W/P=3$. The loaded value from \eqref{eq:QL} is 1.5, with an energy decay time $Q_L/\omega_0=17.6$ ns. For the high-pass form, \eqref{eq:QLhp} gives $11/6=1.83$.

Here $\delta=2\sqrt{10}/9=0.703$, so the half-power edges are at 7.39 and 17.69 MHz. The fractional width is 0.760. The estimate $2/Q=0.667$ is 12\% below it, because $Q=3$ is not yet large.

\section{When the load has reactance}

Let the load be $R-jX_c$, with $X_c>0$ the reactance of a series capacitance. The total series reactance must still be $\pm QR$, so the added series element is
\begin{equation}
X_1=X_c\pm QR. \label{eq:X1}
\end{equation}
The energy in the load capacitance now counts as well. The shunt element still contributes $Q/2$, and
\begin{equation}
Q_E=\frac{X_c+|X_1|}{2R}+\frac Q2\ge\frac{|X_1-X_c|}{2R}+\frac Q2=Q. \label{eq:floor}
\end{equation}
For the upper sign the result is
\begin{equation}
Q_E=\frac{2X_c+QR}{2R}+\frac Q2=Q+\frac{X_c}{R}. \label{eq:QEreact}
\end{equation}
Load reactance can therefore raise the stored energy above the resistive value but cannot lower it in this arrangement.

A reactive load also makes the reversed L possible. A shunt element across the load can raise $\mathrm{Re}\,Z$ to at most the parallel resistance $(R^2+X_c^2)/R$. This reaches $R_0$ when $X_c^2\ge R(R_0-R)$, that is $X_c\ge QR$. The same floor then applies. The complex power entering the matched circuit is $P+2j\omega_0(W_m-W_e)$, where $W_m$ and $W_e$ are the mean magnetic and electric energies. A real input impedance requires $W_m=W_e$. The load capacitance alone contributes $X_c|I|^2/4$ to $\omega_0W_e$, so
\begin{equation}
Q_E=\frac{2\omega_0W_e}{P}\ge\frac{2X_c|I|^2/4}{R|I|^2/2}=\frac{X_c}{R}\ge Q. \label{eq:floor2}
\end{equation}

With $X_c=100$ ohm and the other values unchanged, the upper sign needs a coil of 115 ohm, or 1.35 $\mu$H. The energy ratio rises from 3 to $3+100/5=23$. The half-power width found from the ladder impedance falls from 0.760 to 0.0881, and the estimate $2/Q_E=0.0870$ is close to it.

The match is now sensitive to a small relative change of the load reactance. If $X_c$ falls by 5\%, or 5 ohm, with the network fixed, the net series reactance becomes 20 ohm. The derivation of \eqref{eq:Vs}, with the series branch $5(1+4j)$, gives
\begin{equation}
T=\frac{4\times10}{|(1+4j)(1+3j)+10|^2}=\frac{40}{|-1+7j|^2}=0.80, \label{eq:drift}
\end{equation}
so 20\% of the available power is reflected. A 20\% rise of $R$, with the reactances fixed, reflects only 0.83\%.

\section{What a second section changes}

Return to the resistive load and match it in two low-pass steps, through $R_m=\sqrt{RR_0}=15.8$ ohm. Each step has the resistance ratio $\sqrt{R_0/R}$ and the factor
\begin{equation}
q=\sqrt{\sqrt{R_0/R}-1}=1.470. \label{eq:q}
\end{equation}
The total energy ratio is $2q=2.94$, hardly below 3. With $k=\sqrt{R_0/R}$, the condition $2q<Q$ reads $4(k-1)<k^2-1$, or $k>3$. Two such sections save energy only if $R_0/R>9$.

The low-reflection band gains much more. To see why, let a section have the output load $r(1+\epsilon)$ and the frequency $1+\eta$ in units of $\omega_0$, with $\epsilon$ and $\eta$ small. Its input resistance at match is $r_0=r(1+q^2)$. Differentiating $Y=1/[r(1+\epsilon)+jqru]+jqu/r_0$ gives
\begin{equation}
r_0\,dY=-\frac{1+q^2}{(1+jq)^2}(\epsilon+jq\eta)+jq\eta. \label{eq:dY}
\end{equation}
The relative change of input impedance is $\epsilon'=-r_0\,dY$. With $q=\tan\theta$, the fraction equals $(1-jq)/(1+jq)=e^{-2j\theta}$, and
\begin{equation}
\epsilon'=e^{-2j\theta}\epsilon+jq\eta\,(e^{-2j\theta}-1)
=e^{-2j\theta}\epsilon+2q\eta\sin\theta\,e^{-j\theta}. \label{eq:eps}
\end{equation}
Two equal sections, starting from $\epsilon=0$, add two such terms with a relative phase $2\theta$:
\begin{equation}
|\epsilon'|=2q|\eta|\sin\theta\,|1+e^{-2j\theta}|
=4q|\eta|\sin\theta\cos\theta=\frac{4q^2|\eta|}{1+q^2}. \label{eq:two}
\end{equation}
The reflections partly cancel. Since $|\Gamma|\simeq|\epsilon'|/2$, the slope $|\Gamma/\eta|$ is $2(1-1/\sqrt{10})=1.37$. One section with $Q=3$ has the slope $Q^2/\sqrt{1+Q^2}=2.85$. To first order the band is therefore about twice as wide. The full ladder calculation gives a fractional width for less than 1\% reflected power of 0.1545 with two sections, against 0.0707 with one. For a resistive load the bandwidth of a single L is thus not a limit on every lossless network. A strongly reactive load gains far less. With $X_c=100$ ohm the load capacitance and the coil that cancels it add $2jX_c\eta/R=40j\eta$ to $\epsilon$ in \eqref{eq:eps}, and a second L section does not remove this term: the slope falls only from 22.7 to 21.3.

\section{Comparison with a plasma reactor}

A capacitively coupled plasma reactor can present a resistance of a few ohms, as in the example, but in series with a sheath reactance of tens of ohms or more. All parameters in this section are round assumptions, and each effect is sized separately. The purely resistive load is an assumption that such a reactor breaks strongly: a reactance of 100 ohm raises the energy ratio from 3 to at least $X_c/R=20$, and to 23 for the upper-sign network used here. At the same 500 W and 5 ohm the electrode voltage is then about 1.0 kV rms, or 1.4 kV peak. The peak value corresponds to about 0.5 mm of air at a field of 3 kV/mm. This is only a scale for the clearance: 3 kV/mm applies to uniform gaps near a centimetre, shorter uniform gaps hold a higher field, and sharp edges reduce the voltage a gap can withstand.

Coil loss matters for the same reason. If the coil has a quality factor of 200, its series resistance is roughly $15/200=0.075$ ohm for the resistive load and $115/200=0.575$ ohm for the reactive one. After retuning to include this resistance, the efficiencies are 98.5\% and 89.6\%.

Stray capacitance $C_s$ from the electrode to ground, placed before the series coil, transforms the load once more. With $B_s=\omega_0C_s$, the series resistance seen by the network is
\begin{equation}
R'=\frac{R}{|1+jB_s(R-jX_c)|^2}=\frac{R}{(1+B_sX_c)^2+(B_sR)^2}. \label{eq:stray}
\end{equation}
For 100 pF this is 1.46 ohm instead of 5 ohm. The $Q$ of the L-network that follows rises to 5.77. The stray capacitance also lowers the series reactance, so a smaller coil is needed, but at the same coil quality factor its loss still takes a larger share of the power.

A sheath is also nonlinear. Represent this by a second-harmonic voltage source in series with the load impedance, which is $R-jX_c/2$ at $2\omega_0$. A source voltage equal to 10\% of the electrode voltage would drive about 0.58 A, or 5.8\% of the main current, through the reactive-load network if the generator still presents 50 ohm at that frequency. This estimate does not include the dependence of $R$ and $X_c$ on the delivered power, which can shift the match as the plasma changes. The computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
source resistance R0 = 50 ohm
load resistance R = 5 ohm
frequency = 13.56 MHz
load power = 500 W
Q = sqrt(R0/R - 1) = 3.0000
series reactance = 15.000 ohm
shunt reactance magnitude = 16.667 ohm
low-pass series inductance = 176.1 nH
low-pass shunt capacitance = 704.2 pF
high-pass series capacitance = 782.5 pF
high-pass shunt inductance = 195.6 nH
reversed L, least reflected power = 66.9 %
load current = 10.00 A rms
shunt capacitor voltage = 223.6 V peak
mean energy in inductor = 8.803 uJ
mean energy in capacitor = 8.803 uJ
w0 W/P from waveforms = 3.0000
loaded Q with source, from decay = 1.5000
energy decay time = 17.61 ns
lower half-power edge = 7.39 MHz
upper half-power edge = 17.69 MHz
half-power width / f0 = 0.7597
high-Q estimate 2/Q = 0.6667
least Q for a lower half-power edge = 2.197
two sections: middle resistance = 15.81 ohm
two sections: Q of each = 1.470
two sections: total w0 W/P = 2.941
1% reflection width / f0, one section = 0.0707
1% reflection width / f0, two sections = 0.1545
assumed load capacitive reactance = 100 ohm
series coil reactance then = 115.0 ohm
series coil inductance then = 1.350 uH
w0 W/P with load reactance = 23.00
half-power width / f0 then = 0.0881
estimate 2/(w0 W/P) then = 0.0870
assumed coil quality factor = 200
efficiency, resistive load = 98.51 %
efficiency, reactive load = 89.63 %
reflected if R rises 20% = 0.83 %
reflected if Xc falls 5% = 20.00 %
assumed stray capacitance = 100 pF
resistance seen with stray = 1.457 ohm
matching Q with stray = 5.772
electrode voltage, reactive load = 1001 V rms
assumed 2nd-harmonic voltage = 10 %
2nd-harmonic current = 0.582 A rms
2nd-harmonic / main current = 5.82 %
assumed air breakdown field = 3 kV/mm
least air gap at electrode voltage = 0.47 mm
\end{verbatim}
